**VV10 response of hydrogen and the tail law for omega_g**

For the exact hydrogen density and VV10 parameter $C$, the program tests $\alpha(iu)=-\tfrac34\,\mathrm{Li}_3(-4/[3(16C+u^2)])$ and $C_6=(3/\pi)\int_0^\infty\alpha(iu)^2du$ in atomic units. Here $\alpha(iu)$ is the polarizability at imaginary frequency $iu$, and $\omega_g$ is the gradient-dependent frequency of VV10. The program asserts that the formula for $\alpha$ agrees with spatial quadrature using a finite-difference density gradient. It also asserts that $C_6$ agrees with a double spatial integral and with the full VV10 kernel evaluated between two distant atoms and extrapolated to infinite separation. The tail law $\omega_g\to8\sqrt C\,I$, with $I$ the ionization energy, is tested with its $1/r$ correction on a numerically solved two-electron model atom, and without it on hydrogen. For $C=0.0093$ the output gives $\alpha(0)=0.608$ Å$^3$ and $C_6=3.551$ eV Å$^6$, which are 8.8 % and 8.6 % below the nonrelativistic reference computed in a $p$-wave basis. The tail value of $\omega_g$ is 0.7715 times the ionization energy, or 10.50 eV for hydrogen.

## Numerical verification

```python
"""VV10 response of the hydrogen atom (atomic units inside, eV and angstrom in print).

Result under test, for the exact density n = exp(-2r)/pi and VV10 parameter C:
  omega_g = 4 sqrt(C) at all r,
  alpha(iu) = -(3/4) Li3(-4/(3(16 C + u^2))),
  C6 = (3/pi) * integral over u > 0 of alpha(iu)^2,
and for any atom omega_g -> 8 sqrt(C) I in the density tail (I: ionization energy).
Definitions: omega0^2 = omega_g^2 + 4 pi n/3, omega_g^2 = C |grad n / n|^4,
local response n/(omega0^2 + u^2).
"""
from math import factorial
import numpy as np
import mpmath as mp
from scipy.constants import physical_constants
from scipy.linalg import eigh, eigh_tridiagonal
from scipy.optimize import brentq

HARTREE = physical_constants["Hartree energy in eV"][0]
BOHR = physical_constants["Bohr radius"][0] * 1e10
VOL = BOHR**3
C6UNIT = HARTREE * BOHR**6
C = 0.0093
B_DAMP = 5.9   # short-range VV10 parameter; must drop out at large distance


def density(r):
    return np.exp(-2 * r) / np.pi


def omega_g_numeric(r, step=1e-4):
    slope = (density(r + step) - density(r - step)) / (2 * step)
    return np.sqrt(C) * (slope / density(r))**2


def omega0_numeric(r):
    return np.sqrt(omega_g_numeric(r)**2 + 4 * np.pi * density(r) / 3)


def alpha_formula(u, c=C):
    z = 4 / (3 * (16 * c + u * u))
    return float(-0.75 * mp.re(mp.polylog(3, -z)))


def radial_grid(points, rmax):
    x, w = np.polynomial.legendre.leggauss(points)
    return 0.5 * rmax * (x + 1), 0.5 * rmax * w


# Polarizability: spatial quadrature from the definition against the formula
r, wr = radial_grid(120, 25.0)
electrons = 4 * np.pi * r**2 * density(r) * wr
w0 = omega0_numeric(r)
omega_g = 4 * np.sqrt(C)
assert np.max(np.abs(omega_g_numeric(r) / omega_g - 1)) < 1e-6
for u in (0.0, 0.3, 1.0, 4.0):
    direct = np.sum(electrons / (w0**2 + u**2))
    assert abs(direct / alpha_formula(u) - 1) < 1e-6
assert abs(100.0**2 * alpha_formula(100.0) - 1) < 1e-3
alpha0 = alpha_formula(0.0)

# Evaluation by hand through the inversion of the trilogarithm
z = 1 / (12 * C)
L = np.log(z)
term_cubic = L**3 / 6
term_linear = np.pi**2 * L / 6
term_series = sum((-1)**(k + 1) * z**(-k) / k**3 for k in range(1, 30))
hand_sum = term_cubic + term_linear + term_series
assert abs(0.75 * hand_sum / np.sum(electrons / w0**2) - 1) < 1e-6

# C6: frequency integral of the formula against the double spatial integral
t, wt = np.polynomial.legendre.leggauss(60)
freq = 0.5 * (1 + t) / (1 - t)
wfreq = wt / (1 - t)**2
c6 = 3 / np.pi * sum(w * alpha_formula(u)**2 for u, w in zip(freq, wfreq))
pair = w0[:, None] * w0[None, :] * (w0[:, None] + w0[None, :])
c6_space = 1.5 * np.sum(electrons[:, None] * electrons[None, :] / pair)
assert abs(c6 / c6_space - 1) < 1e-6


# Full VV10 kernel between two distant atoms
def kernel_c6(distance):
    rr, ww = radial_grid(40, 16.0)
    cth, wc = np.polynomial.legendre.leggauss(4)
    phi = np.arange(4) * np.pi / 2
    R3, T3, P3 = np.meshgrid(rr, cth, phi, indexing="ij")
    weight = (ww * rr**2)[:, None, None] * wc[None, :, None] * np.pi / 2
    charge = (weight * density(R3)).ravel()
    s = np.sqrt(1 - T3**2)
    x, y, zz = [(R3 * f).ravel() for f in (s * np.cos(P3), s * np.sin(P3), T3)]
    w_loc = omega0_numeric(R3).ravel()
    kappa = B_DAMP * 1.5 * np.pi * (density(R3).ravel() / (9 * np.pi))**(1 / 6)
    d2 = ((x[:, None] - x)**2 + (y[:, None] - y)**2
          + (zz[:, None] - zz - distance)**2)
    g1 = w_loc[:, None] * d2 + kappa[:, None]
    g2 = w_loc[None, :] * d2 + kappa[None, :]
    energy = charge @ (-1.5 / (g1 * g2 * (g1 + g2))) @ charge
    return -energy * distance**6


k100, k200 = kernel_c6(100.0), kernel_c6(200.0)
c6_kernel = (4 * k200 - k100) / 3   # removes the 1/R^2 correction
assert abs(c6_kernel / c6 - 1) < 1e-4


# Exact nonrelativistic response of hydrogen in a basis r^i exp(-r), l = 1
def exact_response(size):
    def integral(m):
        return factorial(m) / 2.0**(m + 1)
    powers = range(2, 2 + size)
    norm = np.array([integral(2 * i)**-0.5 for i in powers])
    S = np.array([[integral(i + j) for j in powers] for i in powers])
    H = np.array([[0.5 * (i * j * integral(i + j - 2)
                          - (i + j) * integral(i + j - 1) + integral(i + j))
                   + integral(i + j - 2) - integral(i + j - 1)
                   for j in powers] for i in powers])
    dip = np.array([2 * integral(i + 2) for i in powers]) * norm
    scale = np.outer(norm, norm)
    e, v = eigh(H * scale, S * scale)
    gap = e + 0.5
    f = 2 / 3 * gap * (dip @ v)**2
    den = gap[:, None] * gap * (gap[:, None] + gap)
    return np.sum(f / gap**2), 1.5 * np.sum(np.outer(f, f) / den)


alpha_exact, c6_exact = exact_response(10)
assert abs(alpha_exact - 4.5) < 1e-6
assert abs(c6_exact - exact_response(8)[1]) < 1e-4


# Tail law on numerically solved atoms with potential tail -1/r
def tail_data(extra, radii):
    h = 0.01
    grid = h * np.arange(1, 3001)
    v = -(1 + extra * np.exp(-2 * grid)) / grid
    e, vec = eigh_tridiagonal(1 / h**2 + v, np.full(grid.size - 1, -0.5 / h**2),
                              select="i", select_range=(0, 0))
    ion = -e[0]
    log_n = np.log(vec[:, 0]**2 / grid**2)
    decay = np.sqrt(2 * ion)
    beta = 1 / decay - 1
    found, predicted = [], []
    for radius in radii:
        k = int(round(radius / h)) - 1
        slope = (log_n[k + 10] - log_n[k - 10]) / (20 * h)
        found.append(np.sqrt(C) * slope**2 / ion)
        predicted.append(4 * np.sqrt(C) * (decay - beta / grid[k])**2 / ion)
    return ion, np.array(found), np.array(predicted)


tail_factor = 8 * np.sqrt(C)
radii_ang = np.array([2.0, 4.0, 6.0])
ion_h, ratio_h, _ = tail_data(0.0, radii_ang / BOHR)
assert abs(ion_h - 0.5) < 1e-3
assert np.max(np.abs(ratio_h / tail_factor - 1)) < 1e-3
ion_m, ratio_m, pred_m = tail_data(1.0, radii_ang / BOHR)
deviation = np.abs(ratio_m / tail_factor - 1)
assert deviation[0] > deviation[1] > deviation[2]
assert abs(ratio_m[2] / pred_m[2] - 1) < 2e-3

# Where the response comes from, and the role of C
r_cross = 0.5 * L
ro, wo = radial_grid(120, 25.0)
ro = ro + r_cross
outer = 4 * np.pi * ro**2 * density(ro) * wo
share_n = np.sum(outer)
share_a = np.sum(outer / omega0_numeric(ro)**2) / alpha0
alpha_gap_only = 1 / omega_g**2
c6_gap_only = 0.75 * alpha_gap_only**2 * omega_g
c_for_alpha = brentq(lambda c: alpha_formula(0.0, c) - alpha_exact, 0.003, 0.02)
c_equal = brentq(lambda c: 8 * np.sqrt(c) - 1, 0.001, 0.1)

print(f"C = {C:.4f} (dimensionless)")
print(f"ionization energy of H, I = {HARTREE / 2:.4f} eV")
print(f"omega_g of H, all radii = {omega_g * HARTREE:.4f} eV")
print(f"tail factor omega_g/I = 8 sqrt(C) = {tail_factor:.4f}")
for ra in (0.01, 0.5, 1.0, 2.0, 3.0):
    val = omega0_numeric(np.array(ra / BOHR)) * HARTREE
    print(f"omega0 at r = {ra:.2f} angstrom: {val:.3f} eV")
print(f"radius where omega_p^2/3 = omega_g^2: {r_cross * BOHR:.4f} angstrom")
print(f"share of the electron outside it: {100 * share_n:.1f} %")
print(f"share of alpha(0) from outside it: {100 * share_a:.1f} %")
print(f"z = 1/(12C) = {z:.4f},  L = ln z = {L:.4f}")
print(f"L^3/6 = {term_cubic:.4f},  pi^2 L/6 = {term_linear:.4f}")
print(f"series in 1/z = {term_series:.4f},  -Li3(-z) = {hand_sum:.4f}")
print(f"VV10 alpha(0) = {alpha0 * VOL:.4f} angstrom^3 = {alpha0:.4f} a.u.")
print(f"exact alpha(0) = {alpha_exact * VOL:.4f} angstrom^3 = {alpha_exact:.4f} a.u.")
print(f"VV10 alpha(0) error = {100 * (alpha0 / alpha_exact - 1):.1f} %")
print(f"VV10 C6 = {c6 * C6UNIT:.4f} eV angstrom^6 = {c6:.4f} a.u.")
print(f"exact C6 = {c6_exact * C6UNIT:.4f} eV angstrom^6 = {c6_exact:.4f} a.u.")
print(f"VV10 C6 error = {100 * (c6 / c6_exact - 1):.1f} %")
print(f"C6 from double spatial integral = {c6_space * C6UNIT:.4f} eV angstrom^6")
print(f"C6 from full kernel, R to infinity = {c6_kernel * C6UNIT:.4f} eV angstrom^6")
print(f"without omega_p: alpha(0) = {alpha_gap_only * VOL:.4f} angstrom^3")
print(f"without omega_p: C6 = {c6_gap_only * C6UNIT:.4f} eV angstrom^6")
print(f"C that gives the exact alpha(0) = {c_for_alpha:.5f}")
print(f"C that gives omega_g = I in the tail = {c_equal:.6f}")
print(f"alpha(0) with that C = {alpha_formula(0.0, c_equal) * VOL:.4f} angstrom^3")
print(f"model atom: I = {ion_m * HARTREE:.3f} eV")
for ra, f, p in zip(radii_ang, ratio_m, pred_m):
    print(f"model atom, r = {ra:.0f} angstrom: omega_g/I = {f:.4f}, tail law with 1/r {p:.4f}")
print("OK")
```

Output:

```
C = 0.0093 (dimensionless)
ionization energy of H, I = 13.6057 eV
omega_g of H, all radii = 10.4967 eV
tail factor omega_g/I = 8 sqrt(C) = 0.7715
omega0 at r = 0.01 angstrom: 32.571 eV
omega0 at r = 0.50 angstrom: 16.105 eV
omega0 at r = 1.00 angstrom: 11.521 eV
omega0 at r = 2.00 angstrom: 10.521 eV
omega0 at r = 3.00 angstrom: 10.497 eV
radius where omega_p^2/3 = omega_g^2: 0.5802 angstrom
share of the electron outside it: 62.5 %
share of alpha(0) from outside it: 79.9 %
z = 1/(12C) = 8.9606,  L = ln z = 2.1928
L^3/6 = 1.7574,  pi^2 L/6 = 3.6071
series in 1/z = 0.1101,  -Li3(-z) = 5.4745
VV10 alpha(0) = 0.6084 angstrom^3 = 4.1059 a.u.
exact alpha(0) = 0.6668 angstrom^3 = 4.5000 a.u.
VV10 alpha(0) error = -8.8 %
VV10 C6 = 3.5507 eV angstrom^6 = 5.9423 a.u.
exact C6 = 3.8833 eV angstrom^6 = 6.4990 a.u.
VV10 C6 error = -8.6 %
C6 from double spatial integral = 3.5507 eV angstrom^6
C6 from full kernel, R to infinity = 3.5507 eV angstrom^6
without omega_p: alpha(0) = 0.9959 angstrom^3
without omega_p: C6 = 7.8075 eV angstrom^6
C that gives the exact alpha(0) = 0.00818
C that gives omega_g = I in the tail = 0.015625
alpha(0) with that C = 0.4133 angstrom^3
model atom: I = 25.425 eV
model atom, r = 2 angstrom: omega_g/I = 0.8594, tail law with 1/r 0.8537
model atom, r = 4 angstrom: omega_g/I = 0.8135, tail law with 1/r 0.8121
model atom, r = 6 angstrom: omega_g/I = 0.7991, tail law with 1/r 0.7984
OK
```
